Localization length, Born backscattering and the band centre of a disordered chain

**Problem**

An electron moves on a chain of sites n with spacing a,

H = Σ ε_n |n⟩⟨n| − t Σ (|n⟩⟨n+1| + |n+1⟩⟨n|), t > 0.

The site energies ε_n are independent and uniformly distributed between −W/2 and W/2. Their mean is zero and their variance is σ² = W²/12. There are no interactions and no phonons, the temperature is zero, and the disorder is weak, W ≪ t. Atomic units with ħ = 1 are used in the algebra. The clean band is

E = −2t cos k, 0 < k < π for right-movers,

where k is the phase advance per site, that is, the wavenumber times a. The localization length ξ is defined by the amplitude: a solution started at one end of a long chain grows as |ψ| ~ exp(x/ξ), and a localized state decays from its centre at the same rate.

(a) Find the mean free path l_b for backscattering, k → −k, in the Born approximation.

(b) Find ξ at a general energy inside the band, and its relation to l_b.

(c) Decide whether the result of (b) holds at the band centre E = 0. If it does not, find the correct weak-disorder limit there and the energy range affected.

(d) Evaluate the lengths for t = 1 eV, W = 0.5 eV, a = 3 Å at E = 1.2 eV and at E = 0, and compare the transmission of a chain of length about ξ with the Boltzmann value.

**First estimate by scaling**

The ratio ξ/a can depend only on E/t and on the disorder strength relative to t. The site energies average to zero, so the first effect of weak disorder is of second order, and 1/ξ should be proportional to σ².

The energy dependence follows from the time an electron spends on a site, about a/v, where v is the speed. A site energy ε acting for that time changes the wave by an amplitude of order εa/v, and hence reflects with a probability of order σ²a²/v². Reflection becomes likely once the number of sites reaches the inverse of this probability:

ξ ~ a · v²/(σ²a²) = v²/(aσ²).

With v = a dE/dk = 2ta sin k, the estimate at the band centre is

ξ ~ 4t²a/σ² = 48 t²a/W².

The numerical factor is not to be trusted. The estimate also varies smoothly through E = 0 and gives no sign that this energy is special.

**Solution**

**1. The Born mean free path.** Take a ring of N sites with states |k⟩ = N^(−1/2) Σ e^{ikn}|n⟩. The disorder couples them through

⟨k′|V|k⟩ = (1/N) Σ ε_n e^{i(k−k′)n}.

In the averaged square only equal sites survive, because different ε_n are independent with zero mean:

⟨|⟨k′|V|k⟩|²⟩ = Nσ²/N² = σ²/N.

The golden rule, summed over left-moving final states, gives

1/τ_b = 2π (σ²/N) Σ_{k′<0} δ(E − E_k′)
= 2π (σ²/N) (N/2π) ∫_{−π}^{0} dk′ δ(E − E_k′)
= σ²/(2t sin k).

The last step uses |dE/dk| = 2t sin k. Multiplying τ_b by the speed,

l_b = vτ_b = 4t²a sin²k/σ².

Since 4t² sin²k = 4t² − 4t² cos²k = 4t² − E²,

l_b = 12(4t² − E²)a/W².

This answers (a). Scattering from a single site gives the same length. Put ψ_n = e^{ikn} + r e^{−ikn} for n ≤ 0 and ψ_n = τ e^{ikn} for n ≥ 0. Continuity at n = 0 gives r = τ − 1, so that ψ_{−1} = e^{−ik} + (τ − 1)e^{ik} = τe^{ik} − 2i sin k. The equation at site 0 becomes

−t(2τe^{ik} − 2i sin k) + ετ = −2t cos k · τ,

τ = 2it sin k/(2it sin k − ε), r = ε/(2it sin k − ε).

Hence |r|² = ε²/(4t² sin²k + ε²), whose average to second order is σ²/(4t² sin²k) = a/l_b.

**2. What Boltzmann theory makes of l_b.** Without interference, the right- and left-moving fluxes f₊ and f₋ obey

df₊/dx = −(f₊ − f₋)/l_b, df₋/dx = −(f₊ − f₋)/l_b.

Their difference is constant. At the exit f₋ = 0 and f₊ = T, so the difference is T. Then f₊ falls linearly from 1 to 1 − TL/l_b, which must equal T:

T = 1/(1 + L/l_b).

The resistance grows linearly with length, as Ohm's law requires. In a uniform system the same collision terms make f₊ − f₋ decay at the rate 2/τ_b, because each reflection removes a particle from one stream and adds it to the other. The current relaxation length is therefore l_tr = l_b/2, and the two lengths must be kept apart when ξ is compared with "the" mean free path.

**3. Adding amplitudes.** For two scatterers in series, the repeated reflections between them form a geometric series of amplitudes, and

T₁₂ = T₁T₂/|1 − ρe^{iθ}|².

Here ρ < 1 is the product of the moduli of the two inner reflection amplitudes, and θ is the phase of one round trip. If θ is uniformly distributed,

⟨ln|1 − ρe^{iθ}|²⟩ = −2 Re Σ_{j≥1} ρ^j ⟨e^{ijθ}⟩/j = 0.

The logarithms of the transmissions then add on average. For one weak site ln(1 − |r|²) ≈ −|r|², with mean −a/l_b, so

⟨ln T⟩ = −L/l_b.

The transmission is the square of an amplitude, so for a long chain ⟨ln T⟩ = −2L/ξ. Therefore

ξ = 2l_b = 24(4t² − E²)a/W², if the phase is uniform.

In terms of the current relaxation length this is ξ = 4l_tr. Everything now depends on the phase.

**4. The phase map.** The Schrödinger equation at site n reads

ψ_{n+1} = (2cos k + ε_n/t)ψ_n − ψ_{n−1}.

Take ψ real and combine two neighbouring values into z_n = ψ_n − e^{−ik}ψ_{n−1}. Since 2cos k − e^{−ik} = e^{ik},

z_{n+1} = e^{ik}ψ_n − ψ_{n−1} + (ε_n/t)ψ_n = e^{ik}z_n + (ε_n/t)ψ_n.

Without disorder z only rotates. Write e^{ik}z_n = R e^{iφ}. Its imaginary part is ψ_n sin k, so ψ_n = R sin φ/sin k. With u = ε_n/(t sin k),

z_{n+1} = R e^{iφ}(1 + w), w = u sin φ e^{−iφ}.

To second order ln(1 + w) = w − w²/2. The real part is the growth of ln|z| in one step, and the imaginary part is the phase shift:

growth = u sin φ cos φ − ½u² sin²φ cos 2φ,

φ_{n+1} = φ_n + k − u sin²φ_n + ½u² sin²φ_n sin 2φ_n.

The phase φ_n depends on earlier site energies but not on ε_n, so the terms linear in u average to zero. For the rest,

sin²φ cos 2φ = ½(1 − cos 2φ)cos 2φ = ½cos 2φ − ¼ − ¼cos 4φ.

With ⟨u²⟩ = σ²/(t² sin²k), the mean growth per site is

a/ξ = σ²/(8t² sin²k) · [1 − 2⟨cos 2φ⟩ + ⟨cos 4φ⟩].

If both averages vanish, this is a/(2l_b), in agreement with the previous step. Whether they vanish follows from stationarity. The phase map gives ⟨e^{2imφ}⟩ after a step as e^{2imk}⟨e^{2imφ}⟩ plus terms of second order. In the stationary state the two are equal:

(1 − e^{2imk})⟨e^{2imφ}⟩ = O(σ²/t²).

The cases needed are m = 1 and m = 2. At fixed k away from 0, π/2 and π, both brackets are finite, the averages are of order σ²/t², and they change 1/ξ only at fourth order. The result for (b) is thus

ξ = 2l_b = 24(4t² − E²)a/W²,

at fixed energy inside the band, away from its centre and edges, to leading order in W/t.

Near an edge both brackets shrink in proportion to the distance κ of k from 0 or π, while the second-order terms grow as ⟨u²⟩ ≈ σ²/(t²κ²). The two become comparable at κ ~ (σ/t)^(2/3), that is, within an energy of order t(σ/t)^(4/3) of the edge. There the phase is no longer uniform and the formula fails, although u ~ (σ/t)^(1/3) is still small. At the centre e^{4ik} = 1 and the condition for m = 2 places no restriction on ⟨cos 4φ⟩ at this order. The disorder itself must determine it.

**5. The phase distribution at the centre.** Set k = π/2 and s² = σ²/t². Two steps carry φ to φ + π, apart from the disorder. In the second step φ is replaced by φ + π/2, which exchanges sin²φ with cos²φ and reverses the sign of sin 2φ. The effect of the first shift on the second contains u₁u₂, whose average is zero. The mean extra shift over two sites is therefore

½s²(sin²φ − cos²φ) sin 2φ = −½s² cos 2φ sin 2φ = −¼s² sin 4φ,

and the mean square shift is

s²(sin⁴φ + cos⁴φ) = s²(1 − ½sin²2φ) = ¼s²(3 + cos 4φ).

Each shift is small, so the probability density p(φ) obeys a Fokker–Planck equation. In units of s² per two sites, its drift and diffusion are

A = −¼ sin 4φ, D = ¼(3 + cos 4φ),

and its probability current is J = Ap − ½(Dp)′. Because D′ = −sin 4φ, we have A = D′/4. Setting J = 0 gives

¼D′p = ½D′p + ½Dp′, so p′/p = −D′/(2D),

p(φ) ∝ (3 + cos 4φ)^(−1/2).

This solution is periodic and can be normalized. Since D is nowhere smaller than ½, the phase can reach every value and the stationary density is unique, so this is the one required.

The density has period π/2. Hence ⟨cos 2φ⟩ = 0 at leading order, and the density is the same after odd and even steps. With 1 + cos 4φ = 2cos²2φ, the growth formula becomes

a/ξ = (σ²/4t²)⟨cos²2φ⟩.

A uniform phase would give ½ for the average. The true density is largest at φ = π/4 and its repetitions, where cos 2φ = 0. There |ψ_n| = |ψ_{n−1}|, and the mean growth vanishes. Over two successive sites φ is followed by φ + π/2, so the terms in cos 2φ cancel and the two brackets add to 4cos²2φ. This sum is never negative and has its minimum, zero, at these phases. The phase favours the values at which the solution grows least over two sites, so ξ must be longer than the uniform-phase value.

**6. The constant.** Let c = cos 2φ. Then 3 + cos 4φ = 2(1 + c²), and changing the variable from 2φ to c supplies a factor 1/√(1 − c²). The product of the two roots is √(1 − c⁴), so

⟨cos²2φ⟩ = I₂/I₀, I_j = ∫₀¹ c^j dc/√(1 − c⁴).

The substitution q = c⁴, dc = ¼q^(−3/4)dq turns both into beta functions:

I₀ = ¼B(¼, ½) = ¼√π Γ(1/4)/Γ(3/4),

I₂ = ¼B(¾, ½) = ¼√π Γ(3/4)/Γ(5/4) = √π Γ(3/4)/Γ(1/4),

where Γ(5/4) = ¼Γ(1/4) was used. Therefore

⟨cos²2φ⟩ = 4[Γ(3/4)/Γ(1/4)]² = 0.4569,

and, with σ² = W²/12,

ξ(E = 0) = 12[Γ(1/4)/Γ(3/4)]² t²a/W² = 105.0 t²a/W².

The general formula would have given 24 · 4 = 96. The ratio is 0.5/0.4569 = 1.094.

**7. The width of the anomaly.** Let k = π/2 + δ with small δ. Then E = 2t sin δ ≈ 2tδ, and the phase gains an extra 2δ = E/t over two sites. In units of s² this is an added drift

η = Et/σ².

In the stationary state the average of (A + η)f′ + ½Df″ vanishes for any smooth periodic f. Choose f = e^{4imφ} and write b_m = ⟨e^{4imφ}⟩. The three terms are

⟨Af′⟩ = −(m/2)(b_{m+1} − b_{m−1}),

⟨ηf′⟩ = 4imη b_m,

⟨½Df″⟩ = −6m²b_m − m²(b_{m+1} + b_{m−1}).

Adding them and dividing by −m gives

(m − ½)b_{m−1} + (6m − 4iη)b_m + (m + ½)b_{m+1} = 0, b₀ = 1.

The localization length follows from a/ξ = (σ²/8t²)(1 + Re b₁). Neglecting b₂ in the equation for m = 1 gives a usable approximation,

Re b₁ ≈ −3/(36 + 16η²).

At η = 0 this is −0.083, while the full value is 2 · 0.4569 − 1 = −0.086. The approximation falls to half its central value at |η| = 1.5; the full recursion gives 1.43. The anomaly in 1/ξ is therefore halved at

|E| = 1.43 σ²/t = 0.119 W²/t.

For larger |η| it dies away as 1/η², and the general formula returns. A detuned phase turns steadily through all values and averages the pattern out; the anomaly survives while this turning is no faster than the diffusion caused by disorder.

**8. Numbers.** For W = 0.5 eV the variance is σ² = 0.25/12 = 0.02083 eV². At E = 1.2 eV,

4t² − E² = 4 − 1.44 = 2.56 eV²,

l_b = 12 · 2.56/0.25 = 122.9 sites = 369 Å (697 bohr),

ξ = 2l_b = 245.8 sites = 737 Å (1393 bohr).

The current relaxation length is 184 Å. At E = 0 the two candidates are

uniform phase: 96/0.25 = 384 sites = 1152 Å,

correct limit: 105.05/0.25 = 420.2 sites = 1261 Å (2382 bohr).

The anomaly is halved at |E| = 1.43 · 0.02083 = 0.030 eV. The energy 1.2 eV lies far outside this range.

These lengths are leading-order results, and W/t = 0.5 is not infinitesimal. The stationary phase distribution can also be computed from the full random map, without expanding in W. This gives 734 Å at E = 1.2 eV and 1258 Å at E = 0. The leading-order formulas are too long by 0.5% and 0.2% of these values. Direct iteration of many random chains gives 733.8 ± 1.3 Å and 1257.8 ± 3.0 Å, so the excess over 1152 Å at the centre is far larger than the statistical error.

The dependence on W confirms that 105.05 is a limit. At E = 0 the full map gives ξW²/(t²a) = 104.16, 104.82 and 105.04 for W = 1.0, 0.5 and 0.1 eV. The distance from the limit shrinks roughly as W². Reducing the disorder therefore does not bring back 96 at E = 0.

For the transmission, take a chain of 246 sites at E = 1.2 eV, so that L/l_b = 2.002. The results are:

- Boltzmann: T = 1/(1 + 2.002) = 0.333.
- Coherent chains, typical value: ⟨ln T⟩ = −2.014 ± 0.010, so exp⟨ln T⟩ = 0.133.
- Coherent chains, mean value: ⟨T⟩ = 0.264 ± 0.002.

The mean is about twice the typical value because T varies widely from chain to chain and the more transparent chains dominate the mean. Both lie below the Boltzmann result.

**Comparison of the estimate and the solution**

The scaling estimate v²/(aσ²) has the correct dependence on W and, away from the centre and edges, on E. Since v² = 4t²a² sin²k, it is in fact equal to l_b, and the general result is twice as large. The factor 2 comes from defining ξ by the amplitude while l_b concerns a probability. At E = 0 the estimate is 4/0.02083 = 192 sites, or 576 Å, against the correct 1261 Å, a factor of 2.19.

The extra 9% at the centre is a different kind of discrepancy. The estimate treats successive reflections as unrelated except through their probabilities. At k = π/2 the phase advances by π/2 per site, which leaves the term cos 4φ in the growth formula unchanged, so weak disorder acts on the same pattern again and again before the phase has spread. A return of the phase after a few sites is not enough by itself. At k = π/3 it returns after three sites, but cos 2φ and cos 4φ both cancel over those three sites, and the general formula holds to leading order. No factor that is a continuous function of E/t alone and multiplies v²/(aσ²) can describe this, because two limits do not commute. If W → 0 at fixed E ≠ 0 and then E → 0, the constant is 96. If E = 0 is set first, it is 105.05. At finite W the two values are joined smoothly over an energy range of order W²/t.

The comparison also locates the limit of Boltzmann theory. For L ≪ l_b,

ln[1/(1 + L/l_b)] = −L/l_b + ½(L/l_b)² − …,

while the coherent average at a general energy is −L/l_b. The two descriptions agree to first order and separate when L approaches l_b. Since ξ is only 2l_b, this chain has no range of lengths l_b ≪ L ≪ ξ in which Ohm's law could hold. The Born result a/l_b remains correct, for weak disorder, as the mean reflection probability of a single site; what fails is the addition of probabilities over many reflections.

The conclusion rests on phase coherence over the whole chain. If inelastic processes destroy the phase within a distance much shorter than l_b, the interference between successive reflections is largely lost, and the two-stream equations, supplemented by the inelastic scattering, are again the proper starting point. The constants 96 and 105.05 also assume uncorrelated site energies. Correlations would change the backscattering rate, through the Fourier component of the disorder at 2k, and the phase diffusion at the centre would have to be derived anew. For uncorrelated energies the leading-order results use only the variance, so another distribution with small higher moments gives the same lengths when they are written in terms of σ².

The numerical output below lists the values used here.

Computed results

```
hopping t = 1.00 eV, disorder width W = 0.50 eV
spacing a = 3.00 angstrom, generic energy E = 1.20 eV
variance sigma^2 = 0.020833 eV^2
k a at E = 2.2143 rad, sin(k a) = 0.8000
l_b from formula = 122.88 sites
l_b from golden-rule ring sum = 122.85 sites
l_b = 368.6 angstrom = 696.6 bohr
relaxation length l_tr = l_b/2 = 184.3 angstrom
xi at E, weak-disorder formula = 245.76 sites
xi at E, weak-disorder formula = 737.3 angstrom = 1393.3 bohr
xi at E, full phase map at this W = 733.7 angstrom
xi at E, iterated chains = 733.8 +- 1.3 angstrom
W = 0.1 eV, E = -1.2 eV: xi(full)/xi(formula) = 0.99980
W = 0.1 eV, E = +0.5 eV: xi(full)/xi(formula) = 0.99987
W = 0.1 eV, E = +1.0 eV: xi(full)/xi(formula) = 0.99983
W = 0.1 eV, E = +1.2 eV: xi(full)/xi(formula) = 0.99980
Gamma(1/4)/Gamma(3/4) = 2.958675
centre average of cos^2(2 phi) = 0.456947 (uniform phase: 0.5)
centre average of cos(4 phi) = -0.086107
xi W^2/(a t^2) at E = 0, uniform phase = 96.000
xi W^2/(a t^2) at E = 0, correct limit = 105.045
ratio correct/uniform phase = 1.09422
xi W^2/(a t^2) at E = 0, full phase map, W = 0.1 eV: 105.036
xi W^2/(a t^2) at E = 0, full phase map, W = 0.5 eV: 104.817
xi W^2/(a t^2) at E = 0, full phase map, W = 1.0 eV: 104.165
xi at E = 0, uniform phase = 1152.0 angstrom
xi at E = 0, correct limit = 1260.5 angstrom = 2382.1 bohr
xi at E = 0, full phase map at this W = 1257.8 angstrom
xi at E = 0, iterated chains = 1257.8 +- 3.0 angstrom
anomaly half-width: |E| t/sigma^2 = 1.4324
anomaly half-width: |E| = 0.02984 eV
chain length = 246 sites, L/l_b = 2.0020
mean ln T, coherent chains = -2.014 +- 0.010
typical T = exp(mean ln T) = 0.1335
mean T, coherent chains = 0.2641 +- 0.0018
Boltzmann T = 0.3331
```
